# Dykhne duality and the geometric-mean conductivity of symmetric log-normal films

## 1. A log-normal medium that can be solved by inspection

Let a plane have the local conductivity

$$\sigma(x,y)=\sigma_g\,a(x)\,b(y),\qquad a=e^{\alpha(x)},\quad b=e^{\beta(y)},$$

where $\alpha$ and $\beta$ are independent, homogeneous and ergodic Gaussian processes with zero mean and variances $s_a^2$ and $s_b^2$. Then $\ln\sigma$ is Gaussian with mean $\ln\sigma_g$ and variance $s_a^2+s_b^2$, so $\sigma$ is log-normal and $\sigma_g=\exp\langle\ln\sigma\rangle$ is its geometric mean.

For a mean field along $x$, try $E_x=C/a(x)$, $E_y=0$. This field is curl-free, because $E_x$ does not depend on $y$. Its current $j_x=\sigma E_x=\sigma_g C\,b(y)$ is divergence-free, because it does not depend on $x$. The trial field is therefore the solution, and

$$\Sigma_{xx}=\frac{\langle j_x\rangle}{\langle E_x\rangle}=\sigma_g\frac{\langle b\rangle}{\langle 1/a\rangle}=\sigma_g\,e^{(s_b^2-s_a^2)/2},$$

since $\langle e^{\pm\alpha}\rangle=e^{s_a^2/2}$ for a Gaussian variable, and likewise for $\beta$. Exchanging the axes gives $\Sigma_{yy}=\sigma_g e^{(s_a^2-s_b^2)/2}$. The product is $\Sigma_{xx}\Sigma_{yy}=\sigma_g^2$ for any variances, and both elements equal $\sigma_g$ when $s_a=s_b$.

The general result has the same two parts: a symmetry of the log-conductivity fixes the determinant of the effective tensor, and isotropy then fixes the conductivity.

## 2. Statement and conventions

The local law is $\mathbf j=\sigma(\mathbf r)\mathbf E$ with a positive scalar $\sigma$, in a static state without a magnetic field, so that $\nabla\cdot\mathbf j=0$ and $\partial_xE_y-\partial_yE_x=0$. The medium is statistically homogeneous and ergodic, and $\langle\sigma\rangle$ and $\langle1/\sigma\rangle$ are finite. The effective tensor is defined by $\langle\mathbf j\rangle=\Sigma\langle\mathbf E\rangle$. Write

$$u(\mathbf r)=\ln\frac{\sigma(\mathbf r)}{\sigma_g},\qquad \langle u\rangle=0,\qquad s^2=\langle u^2\rangle .$$

**Theorem.** If the field $u$ has the same joint law as $-u$, at all sets of points together, then $\det\Sigma=\sigma_g^2$. If the medium is also macroscopically isotropic, $\Sigma=\sigma_e I$ with $\sigma_e=\sigma_g$.

A Gaussian random field $u$ satisfies the condition: its joint law is fixed by its mean and covariance, and neither changes when $u\to-u$. A log-normal distribution of $\sigma$ at single points is a weaker property, and Section 6 shows that it does not suffice, even with isotropy.

## 3. Derivation

### The effective tensor is symmetric and positive

Take a periodic cell and a mean field $\mathbf e$, and write $\mathbf E=\mathbf e-\nabla\phi$ with periodic $\phi$. For two mean fields $\mathbf e_1,\mathbf e_2$,

$$\langle\mathbf E_1\cdot\mathbf j_2\rangle=\mathbf e_1\cdot\langle\mathbf j_2\rangle-\langle\nabla\phi_1\cdot\mathbf j_2\rangle .$$

Since $\nabla\cdot\mathbf j_2=0$, the last average is that of $\nabla\cdot(\phi_1\mathbf j_2)$, which vanishes by periodicity. Hence

$$\mathbf e_1\cdot\Sigma\,\mathbf e_2=\langle\sigma\,\mathbf E_1\cdot\mathbf E_2\rangle .$$

The right side is symmetric in 1 and 2, so $\Sigma$ is symmetric. For $\mathbf e_1=\mathbf e_2\neq0$ it is positive, because a field with nonzero mean cannot vanish everywhere.

### Rotation exchanges the two field equations

Let $R$ rotate by $90^\circ$: $R(v_x,v_y)=(-v_y,v_x)$. Then

$$\operatorname{curl}(R\mathbf v)=\partial_xv_x-\partial_y(-v_y)=\nabla\cdot\mathbf v,$$
$$\nabla\cdot(R\mathbf v)=-\partial_xv_y+\partial_yv_x=-\operatorname{curl}\mathbf v .$$

Define new fields

$$\mathbf E'=\frac{1}{\sigma_g}R\,\mathbf j,\qquad \mathbf j'=\sigma_g R\,\mathbf E .$$

By the two identities, $\mathbf E'$ is curl-free because $\mathbf j$ is divergence-free, and $\mathbf j'$ is divergence-free because $\mathbf E$ is curl-free. Inserting $\mathbf E=\mathbf j/\sigma$ and $R\mathbf j=\sigma_g\mathbf E'$,

$$\mathbf j'=\frac{\sigma_g}{\sigma}R\,\mathbf j=\frac{\sigma_g^2}{\sigma}\,\mathbf E' .$$

The primed fields thus solve the conduction problem in the dual medium $\sigma'=\sigma_g^2/\sigma$, for which $u'=-u$.

### The tensors of a medium and its dual

Averaging the definitions gives $\langle\mathbf E'\rangle=\sigma_g^{-1}R\Sigma\langle\mathbf E\rangle$ and $\langle\mathbf j'\rangle=\sigma_gR\langle\mathbf E\rangle$. The first gives $\langle\mathbf E\rangle=\sigma_g\Sigma^{-1}R^{T}\langle\mathbf E'\rangle$, since $R^{-1}=R^T$. Inserting this in the second,

$$\Sigma'=\sigma_g^2\,R\,\Sigma^{-1}R^T .$$

Explicitly,

$$\Sigma=\begin{pmatrix}p&q\\q&w\end{pmatrix},\qquad \Sigma^{-1}=\frac1{\det\Sigma}\begin{pmatrix}w&-q\\-q&p\end{pmatrix}.$$

Conjugation with $R$ exchanges the diagonal elements and reverses the sign of the off-diagonal ones, so

$$\boxed{\;\Sigma'=\frac{\sigma_g^2}{\det\Sigma}\,\Sigma\;}$$

No statistical assumption has entered: this holds for every periodic cell, and $\sigma_g$ may be replaced in it by any positive constant.

### Symmetry and isotropy

In the limit of a large ergodic medium, $\Sigma$ is the same for almost every realization and depends on the law of the field alone. If $u$ and $-u$ have the same law, the medium and its dual have the same effective tensor. Setting $\Sigma'=\Sigma$ in the boxed relation gives $\det\Sigma=\sigma_g^2$.

If the law is also unchanged by a rotation through $90^\circ$, then $R\Sigma R^T=\Sigma$, which requires $p=w$ and $q=-q=0$. Thus $\Sigma=\sigma_eI$ and $\sigma_e^2=\sigma_g^2$. Positivity selects $\sigma_e=\sigma_g$. The disorder strength $s$ has not been assumed small.

## 4. Two checks on the meaning

### Bounds

The solution $\mathbf E$ minimizes $\langle\sigma|\mathbf E|^2\rangle$ among curl-free fields of mean $\mathbf e$. Indeed, adding $-\nabla\chi$ with periodic $\chi$ adds $\langle\sigma|\nabla\chi|^2\rangle-2\langle\mathbf j\cdot\nabla\chi\rangle$, and the second average is zero. The uniform trial field $\mathbf e$ then gives $\mathbf e\cdot\Sigma\mathbf e\le\langle\sigma\rangle|\mathbf e|^2$. The same bound applied to the dual medium gives $\sigma_g^2R\Sigma^{-1}R^T\le\sigma_g^2\langle1/\sigma\rangle$, so the eigenvalues of $\Sigma$ are at least $1/\langle1/\sigma\rangle$. For a log-normal medium these bounds are

$$\sigma_g e^{-s^2/2}\le\sigma_e\le\sigma_g e^{s^2/2}.$$

The geometric mean lies midway between them on a logarithmic scale.

### Weak disorder

Let $\sigma=\bar\sigma+\delta\sigma$ with $\bar\sigma=\langle\sigma\rangle$, and let $\mathbf E=\mathbf e+\mathbf E_1$ to first order. The equation $\mathbf e\cdot\nabla\delta\sigma+\bar\sigma\nabla\cdot\mathbf E_1=0$, with $\mathbf E_1$ curl-free, gives in Fourier space

$$\mathbf E_{1,\mathbf k}=-\frac{\mathbf k(\mathbf k\cdot\mathbf e)}{\bar\sigma k^2}\,\delta\sigma_{\mathbf k}.$$

For an isotropic spectrum the angular average of $(\mathbf k\cdot\mathbf e)^2/k^2$ is $|\mathbf e|^2/2$. Therefore $\langle\delta\sigma\,\mathbf E_1\rangle=-\mathbf e\langle\delta\sigma^2\rangle/(2\bar\sigma)$, and

$$\sigma_e\simeq\bar\sigma-\frac{\langle\delta\sigma^2\rangle}{2\bar\sigma}.$$

With $\sigma=\sigma_ge^u$, to order $s^2$, $\bar\sigma=\sigma_g(1+s^2/2)$ and $\langle\delta\sigma^2\rangle=\sigma_g^2s^2$. The two corrections cancel and leave $\sigma_e=\sigma_g$. This order did not use the sign symmetry of $u$. A violation of that symmetry can therefore change $\sigma_e$ at third order in $s$ at the earliest, and a check at weak disorder may miss it.

## 5. Finite cells and discrete solvers

### The quantity to average

For a finite periodic cell define

$$y=\ln\frac{\sqrt{\det\Sigma}}{\sigma_g}.$$

Taking the determinant of the boxed relation for a $2\times2$ tensor gives $\det\Sigma'=\sigma_g^4/\det\Sigma$, hence $y'=-y$. If the ensemble of cells is symmetric under $u\to-u$, the distribution of $y$ is even and $\langle y\rangle=0$ at every cell size. Single cells still scatter, and they need not be isotropic. The average of $\sqrt{\det\Sigma}$ itself is biased upwards in a finite cell, since $\langle e^y\rangle\ge e^{\langle y\rangle}=1$ by convexity.

Removing the zero Fourier component of $u$ in each cell preserves the symmetry. It also removes a source of scatter, because a constant shift of $u$ shifts $y$ by the same amount. Sign-reversed pairs of fields should not be used to test $\langle y\rangle=0$, since in the continuum they make the average vanish by construction, and on a lattice they nearly do so when the field is smooth on the scale of the spacing.

### Resistor networks

On a periodic square lattice, let a bond have conductance $g$, voltage drop $E$ and current $j=gE$. Draw the dual lattice, whose vertices are the centres of the squares and whose bonds cross the original ones. Assign to the dual bonds

$$E'_x=-\frac{j_y}{\sigma_g},\quad E'_y=\frac{j_x}{\sigma_g},\quad j'_x=-\sigma_gE_y,\quad j'_y=\sigma_gE_x .$$

The drops around a dual square sum to zero because current is conserved at the vertex inside it. The currents at a dual vertex balance because the original drops around that square sum to zero. Each dual bond has conductance $\sigma_g^2/g$, so the boxed relation holds for the network without discretization error.

If $g$ is the value of a homogeneous random field at the bond midpoint, the dual network samples the inverted field at the same midpoints. It is the original construction with its origin moved by half a lattice spacing in each direction. For a sign-symmetric field, $\langle y\rangle=0$ therefore holds on the lattice at any ratio of correlation length to spacing.

### Fourier collocation

With an odd number of points per direction, the Fourier derivative matrices for $x$ and $y$ commute, and only constants are annihilated by both. Mode by mode, a zero-mean field with vanishing discrete divergence is then the rotated gradient of a periodic potential, so the rotation argument holds on the grid too. Agreement between a cell and its inverse at rounding level therefore checks the solver's algebra and signs, but does not measure its discretization error.

The generic cell in the numerical output has

$$u=0.8\cos x+0.5\cos2x+0.6\sin(x+y)+0.4\cos y .$$

In units of $\sigma_g$ its tensor has $\Sigma_{xx}=0.87696$ and determinant $1.06397$. The relation predicts $0.87696/1.06397=0.82423$ for the inverse cell, and the separate solution gives $0.82423$.

A second cell, $u=\cos x+0.6\sin(x+2y)$, changes sign under $x\to x+\pi$. The translation cannot change $\Sigma$, so $\Sigma'=\Sigma$ and the determinant must be 1. The solution gives $1.000000$, on a grid that does not contain this half-period translation. Its diagonal elements are $0.836$ and $1.199$: without isotropy the symmetry fixes the determinant, not the separate conductivities.

## 6. Isotropic, log-normal, and not the geometric mean

Consider a disk of radius $r_0$ with a radial profile $\sigma(r)$. For a potential $F(r)\cos\theta$, current conservation reads

$$(r\sigma F')'=\frac{\sigma F}{r}.$$

Let $S=r\sigma F'/F$. Then

$$rS'=\frac{r(r\sigma F')'}{F}-\frac{r^2\sigma F'^2}{F^2}=\sigma-\frac{S^2}{\sigma}.$$

Use the enclosed area fraction $t=r^2/r_0^2$, for which $r\,d/dr=2t\,d/dt$, and let $v=\ln(S/\sigma_g)$. Division by $S$ gives $2t\,dv/dt=\sigma/S-S/\sigma$, that is,

$$t\frac{dv}{dt}=\sinh(u-v).$$

Place the disk in a uniform medium of conductivity $\sigma_*$ carrying the potential $cr\cos\theta$. Continuity of potential and normal current at $r_0$ requires $F=cr_0$ and $\sigma F'=\sigma_*c$, which together mean $S(t=1)=\sigma_*$. A disk with this property leaves the outside field undisturbed. Such disks can be inserted one after another, in all sizes, until they fill the plane, and the effective conductivity remains $\sigma_*$. The same holds for every direction of the applied field, so the medium is macroscopically isotropic.

Now choose $t=\Phi(\tau)$, with $\Phi$ the standard normal distribution function, and $u=-s\tau$. Since $t$ is uniformly distributed over the disk area, $\tau$ is standard normal and $\sigma$ is exactly log-normal. The core conducts well and the rim poorly.

The integration starts at a small $t_0$ with $v=u$. The starting value is forgotten: the difference $d$ of two solutions obeys $t\,dd/dt=-2\cosh(\cdot)\sinh(d/2)$, so $|d|$ falls at least as fast as $1/t$.

The sign of the deviation from $\sigma_g$ follows from the equation. Put $z=u-v$. Then

$$\frac{d(tv)}{dt}=v+\sinh z=u+(\sinh z-z).$$

Integrate from 0 to 1. The boundary term $tv$ vanishes at $t\to0$, because $u$ diverges there more slowly than any power of $t$, and $\int_0^1u\,dt=0$. Hence

$$v(1)=\int_0^1(\sinh z-z)\,dt .$$

Here $z$ starts at zero and obeys $dz/dt=du/dt-\sinh z/t$. Since $du/dt<0$, $z$ becomes negative and cannot return through zero. The integrand is then negative, so $\sigma_*<\sigma_g$. Reversing the profile changes the signs of $u$ and $v$ together: a conductive rim gives $\sigma_*>\sigma_g$, and the two values multiply to $\sigma_g^2$, as duality demands.

For $s=1.547$ the two values are $0.486\,\sigma_g$ and $2.057\,\sigma_g$. Direct minimization of the dissipated power, without the equation for $v$, agrees with both. The two media have identical one-point distributions and differ by a factor of about 4.2. What they lack is the joint symmetry: in one, poorly conducting rims enclose well conducting cores; in the other, the roles are exchanged. In practice, a histogram of $\ln\sigma$ cannot establish the condition. Odd correlations such as $\langle u(\mathbf r_1)u(\mathbf r_2)u(\mathbf r_3)\rangle$ must vanish as well.

## 7. A thin film with Gaussian barriers

Let the local sheet conductance of a film be

$$G(\mathbf r)=G_0e^{-V(\mathbf r)/kT},$$

where $V$ is an isotropic Gaussian random field with mean $V_0$ and standard deviation $\delta$, measured from a fixed Fermi level. The parameters $G_0$, $V_0$ and $\delta$ are taken as independent of temperature, and $V$ as uniform through the film thickness, so that the sheet is a two-dimensional conductor. Then $u=-(V-V_0)/kT$, $s=\delta/kT$, and

$$G_e=G_0e^{-V_0/kT}.$$

With $\beta=1/kT$, the activation energy $-d\ln G_e/d\beta$ equals $V_0$ at every temperature: within this model the width of the barrier distribution does not bend the Arrhenius plot.

The arithmetic mean behaves differently. Completing the square in the Gaussian integral gives

$$\langle G\rangle=G_0e^{-\beta V_0+\beta^2\delta^2/2},\qquad -\frac{d\ln\langle G\rangle}{d\beta}=V_0-\beta\delta^2 .$$

It is the conductance of regions connected in parallel along the field, and here it is an upper bound.

Take the round model values $G_0=10^{-4}$ S, $V_0=0.15$ eV and $\delta=0.04$ eV. At 300 K, $kT=0.025852$ eV, so $s=0.04/0.025852=1.547$ and

$$G_e=10^{-4}\,e^{-0.15/0.025852}\ \text{S}=3.02\times10^{-7}\ \text{S}.$$

The arithmetic mean is larger by $e^{1.197}=3.31$, which gives $1.00\times10^{-6}$ S. At 200 K the ratio is 14.8, and at 400 K it is 1.96.

Networks with independent Gaussian fields, 160 for each cell size, test the ensemble result. For $40\times40$ cells with covariance close to $e^{-r^2/2\ell^2}$, $\ell=2$ spacings, and the zero Fourier component removed, $\langle y\rangle=-0.006\pm0.004$ at 300 K and $-0.016\pm0.010$ at 200 K, where the uncertainties are standard errors. Both lie about 1.6 standard errors below zero. They use the same fields at the two temperatures, so they are not independent pieces of evidence. For comparison, the arithmetic mean would correspond to $y=1.197$ and $2.693$.

When the cell side doubles from 20 to 40 at 300 K, the scatter of $y$ falls from 0.113 to 0.051. The rms value of $\ln\sqrt{\Sigma_{xx}/\Sigma_{yy}}$ falls from 0.181 to 0.080. Both roughly halve, as expected if a cell averages over a number of independent regions proportional to its area; two sizes do not establish the power law. A small device can thus deviate from $G_e$ and be anisotropic although the ensemble is not.

Between 200 and 300 K the simulated activation energy is $0.1505\pm0.0003$ eV, against $V_0=0.15$ eV. The arithmetic mean would give

$$V_0-\frac{\delta^2}{2}(\beta_{200}+\beta_{300})=0.15-0.0008\left(\frac1{0.017235}+\frac1{0.025852}\right)=0.0726\ \text{eV},$$

less than half the mean barrier. Fitting the arithmetic formula to a film that obeys this model would therefore assign a wrong mean barrier or a wrong width.

A variation through the thickness of the additive form $V(x,y)+W(z)$ leaves the problem two-dimensional: the same in-plane field solves every layer, and $G_0$ is multiplied by the thickness average of $e^{-W/kT}$, which brings its own temperature dependence. For a variation that does not separate in this way the result does not in general carry over, because the rotation that exchanges the two field equations is not available in three dimensions. The result also loses its basis when the barrier field is skewed, or when transport across a barrier is not described by a local ohmic conductivity. The Boltzmann form of $G$ itself requires $V$ to be several $kT$ in the regions that control the current, which for $G_e$ limits the temperature from above. The arithmetic mean is weighted around $V_0-\beta\delta^2$ with width $\delta$, so for it the Boltzmann form also fails on cooling: at 200 K this centre is $0.057$ eV, about $3.3\,kT$, with a width of $2.3\,kT$, and the arithmetic-mean values quoted above are those of the Boltzmann formula only. If a shift of the Fermi level or a change of screening makes $V_0$ depend on temperature, the formula for $G_e$ still holds at each temperature as long as $V$ remains Gaussian, but the activation energy becomes $V_0+\beta\,dV_0/d\beta$ instead of $V_0$. This matters when the mean carrier density is fixed instead of the Fermi level, as under a gate. If that density is proportional to $\langle e^{-\beta V}\rangle$ with a temperature-independent prefactor, then $\beta V_0-\beta^2\delta^2/2$ is constant and the activation energy is $\beta\delta^2$, or $0.062$ eV at 300 K for $\delta=0.04$ eV. In that case the width sets the slope and does bend the Arrhenius plot.

## Numbers as computed

```
CONTINUUM CELLS (conductivity / sigma_g)
generic cell: Sxx 0.87696 Syy 1.21888 Sxy -0.07026 det 1.06397
inverse cell, solved: Sxx 0.82423 Syy 1.14559 Sxy -0.06603
largest deviation from duality: 1.3e-15
self-dual anisotropic cell: Sxx 0.83640 Syy 1.19924 Sxy -0.05521 det 1.000000
RANDOM NETWORKS
network against dual network, largest deviation: 2.6e-15
samples per size: 160; correlation length: 2.0 lattice spacings
pooled variance of the unit Gaussian field: 1.019
y = ln sqrt(det Sigma)/sigma_g, mean +- standard error
300 K, 20 x 20 cell: y = 0.0052 +- 0.0089
300 K, 40 x 40 cell: y = -0.0064 +- 0.0041
200 K, 40 x 40 cell: y = -0.0156 +- 0.0097
300 K, scatter of y, small and big cell: 0.1126 0.0513
300 K, rms of ln sqrt(Sxx/Syy), small and big cell: 0.1810 0.0800
FILM
G0 = 1.0e-04 S, V0 = 0.150 eV, delta = 0.040 eV
T = 200 K: kT = 0.017235 eV, s = 2.3209, s^2/2 = 2.6933
  G effective 1.6602e-08 S, arithmetic 2.4539e-07 S, harmonic 1.1233e-09 S
  arithmetic/effective = 14.780
T = 300 K: kT = 0.025852 eV, s = 1.5473, s^2/2 = 1.1970
  G effective 3.0207e-07 S, arithmetic 9.9993e-07 S, harmonic 9.1254e-08 S
  arithmetic/effective = 3.310
T = 400 K: kT = 0.034469 eV, s = 1.1605, s^2/2 = 0.6733
  G effective 1.2885e-06 S, arithmetic 2.5264e-06 S, harmonic 6.5715e-07 S
  arithmetic/effective = 1.961
simulated G at 200 K: 1.6346e-08 S
simulated G at 300 K: 3.0015e-07 S
activation energy 200-300 K, simulated: 0.15047 +- 0.00030 eV
activation energy 200-300 K, arithmetic mean: 0.07264 eV
local activation energy at 300 K, arithmetic mean: 0.08811 eV
COATED DISKS, log-normal with s of 300 K (conductivity / sigma_g)
resistive rim: 0.48623 (energy minimum 0.48623)
conductive rim: 2.05666 (energy minimum 2.05666)
product of the two energy minima: 1.000000
```
